# Why triple-junction pits can pierce a film before boundary grooves: verification in Python

```python
"""
Result under test: at a junction of three grain boundaries, surface diffusion digs
a pit whose depth is half the sum of the three isolated groove depths. For equal
boundaries the pit is 3/2 as deep as a groove and penetrates 81/16 times sooner.
In hexagonal grains the depths saturate at 7 m a/18 (vertex) and 2 m a/9 (mid-edge).

Symbols: m = boundary tension / (2 * surface tension), a = apothem of a grain,
l = (B t)^(1/4) = diffusion length, B = surface-diffusion (Mullins) coefficient,
t = time, H = film thickness. Depths are measured down from the mean surface.
"""
import numpy as np
from scipy.constants import k as k_B, e as q_e
from scipy.integrate import dblquad
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize_scalar
from scipy.special import gamma

c_groove = 2 * gamma(0.75) / np.pi      # isolated groove depth / (m l)
VERTEX_EQ, GROOVE_EQ = 7 / 18, 2 / 9    # equilibrium depths / (m a)

# ---------- capillary equilibrium from energy minimisation ----------


def pit_energy(g, r):
    """Three-facet pit, facet slope g, unit inradius of mouth; r = gb/gs."""
    return 3 * np.sqrt(3) * np.sqrt(1 + g * g) - 3 * r * g


def groove_energy(g, r):
    """Two-sided groove of slope g and unit half-width, per unit length."""
    return 2 * np.sqrt(1 + g * g) - r * g


for r in (0.36, 1.0, 1.5):
    for energy, sine in ((pit_energy, r / np.sqrt(3)), (groove_energy, r / 2)):
        best = minimize_scalar(energy, bounds=(0, 20), args=(r,),
                               method="bounded", options={"xatol": 1e-9}).x
        assert abs(best - sine / np.sqrt(1 - sine**2)) < 1e-4
slopes = np.linspace(0, 1000, 100001)
assert np.all(np.diff(pit_energy(slopes, 1.8)) < 0)      # pit deepens without limit
assert 0 < np.argmin(groove_energy(slopes, 1.8)) < 1000  # groove has a finite angle

# ---------- hexagonal network: Fourier solution, lengths in units of a ----------
side = 2 / np.sqrt(3)
cell_area = 2 * np.sqrt(3)
lattice = 2 * np.array([[1, 0], [0.5, np.sqrt(3) / 2]])
recip = 2 * np.pi * np.linalg.inv(lattice).T
ii, jj = np.meshgrid(np.arange(-40, 41), np.arange(-40, 41))
pairs = np.column_stack([ii.ravel(), jj.ravel()])
pairs = pairs[np.any(pairs != 0, axis=1)]
waves = pairs @ recip
k2 = np.sum(waves**2, axis=1)
line_k = np.zeros(len(k2))
for angle in np.radians([0, 60, 120]):
    normal = np.array([np.cos(angle), np.sin(angle)])
    along = np.array([-np.sin(angle), np.cos(angle)])
    line_k += (np.cos(waves @ normal) * side / cell_area
               * np.sinc(waves @ along * side / (2 * np.pi)))
vertex_phase = np.cos(waves @ np.array([1, side / 2]))
groove_phase = np.cos(waves @ np.array([1, 0]))


def network_depth(l, where):
    """Depth / (m a) at diffusion length l (units of a)."""
    phase, final = ((vertex_phase, VERTEX_EQ) if where == "vertex"
                    else (groove_phase, GROOVE_EQ))
    return final - np.sum(2 * line_k / k2 * np.exp(-(k2 * l * l)**2) * phase)


early = 0.03
early_groove = network_depth(early, "groove") / early
early_vertex = network_depth(early, "vertex") / early
assert abs(early_groove / c_groove - 1) < 1e-3
assert abs(early_vertex / early_groove - 1.5) < 2e-3
scan = [network_depth(x, "groove") for x in np.linspace(0.04, 2, 300)]
assert max(scan) <= GROOVE_EQ + 1e-9     # mid-edge groove never overshoots

# ---------- independent finite elements on one sixth of a grain ----------
n = 40
index = {}
for i in range(n + 1):
    for j in range(n + 1 - i):
        index[i, j] = len(index)
edge = side / n
stiff = np.zeros((len(index), len(index)))
mass = np.zeros(len(index))


def add_triangle(corners):
    ids = [index[p] for p in corners]
    for p in range(3):
        mass[ids[p]] += np.sqrt(3) / 12 * edge**2
        u, v = ids[p], ids[(p + 1) % 3]
        w = 1 / (2 * np.sqrt(3))
        stiff[u, u] += w
        stiff[v, v] += w
        stiff[u, v] -= w
        stiff[v, u] -= w


for i in range(n):
    for j in range(n - i):
        add_triangle([(i, j), (i + 1, j), (i, j + 1)])
        if i + j <= n - 2:
            add_triangle([(i + 1, j), (i, j + 1), (i + 1, j + 1)])
pull = np.zeros(len(index))              # boundary tension acts on the outer side
for i in range(n + 1):
    pull[index[i, n - i]] = edge * (0.5 if i in (0, n) else 1.0)
root_mass = np.sqrt(mass)
rates, modes = eigh(stiff / np.outer(root_mass, root_mass))
amplitude = modes.T @ (pull / root_mass)


def element_depth(l):
    """Nodal depth / (m a); the uniform mode is fixed by volume conservation."""
    factor = np.zeros(len(rates))
    factor[1:] = -np.expm1(-(rates[1:] * l * l)**2) / rates[1:]
    return modes @ (factor * amplitude) / root_mass


corner, middle = index[n, 0], index[n // 2, n // 2]
fe_rows = []
for l in (0.2, 0.4, 5.0):
    d = element_depth(l)
    pair = (network_depth(l, "vertex"), network_depth(l, "groove"))
    assert abs(d[corner] / pair[0] - 1) < 0.01
    assert abs(d[middle] / pair[1] - 1) < 0.01
    fe_rows.append((l, d[corner], pair[0], d[middle], pair[1]))
d = element_depth(0.3)
root_slope = (3 * d[corner] - 4 * d[index[n - 1, 1]] + d[index[n - 2, 2]]) / (2 * edge)
assert abs(root_slope * np.sqrt(3) - 1) < 0.03

# ---------- T junction with unequal tensions, finite differences ----------
size, centre, l_cells = 401, 200, 10.0
lap = 2 * np.eye(size) - np.eye(size, k=1) - np.eye(size, k=-1)
lap[0, 0] = lap[-1, -1] = 1
w1, v1 = eigh(lap)
lam = w1[:, None] + w1[None, :]
lam[0, 0] = 1.0
growth = -np.expm1(-(lam * l_cells**2)**2) / lam
growth[0, 0] = 0.0
arms = np.array([0.10, 0.07, 0.08])      # m of the left, right and upper boundary
load = np.zeros((size, size))
load[centre, :centre] = 2 * arms[0]
load[centre, centre + 1:] = 2 * arms[1]
load[:centre, centre] = 2 * arms[2]
load[centre, centre] = arms.sum()
field = v1 @ ((v1.T @ load @ v1) * growth) @ v1.T
spots = [(centre, 100), (centre, 300), (100, centre)]
rows, cols = np.indices(field.shape)


def disc_volume(spot):
    inside = (rows - spot[0])**2 + (cols - spot[1])**2 <= l_cells**2
    return field[inside].sum()


arm_depths = np.array([field[s] for s in spots])
assert np.all(abs(arm_depths / (c_groove * arms * l_cells) - 1) < 0.01)
depth_ratio = field[centre, centre] / arm_depths.sum()
volume_ratio = (disc_volume((centre, centre))
                / sum(disc_volume(s) for s in spots))
assert abs(depth_ratio - 0.5) < 0.005
assert abs(volume_ratio - 0.5) < 0.005
section = field[centre - 20:centre + 21, 100]
dug_area = section[section > 0].sum() / (arms[0] * l_cells**2)

# ---------- finite-slope equilibrium: spherical caps ----------


def cap_depths(m):
    """Vertex and mid-edge depth / a for a cap of radius a/m on a hexagon."""
    R = 1 / m
    total = dblquad(lambda rad, phi: rad * np.sqrt(R * R - rad * rad),
                    0, np.pi / 6, 0, lambda phi: 1 / np.cos(phi))[0]
    mean = 12 * total / cell_area
    return mean - np.sqrt(R * R - 4 / 3), mean - np.sqrt(R * R - 1)


small = cap_depths(0.01)
assert abs(small[0] / 0.01 / VERTEX_EQ - 1) < 1e-3
assert abs(small[1] / 0.01 / GROOVE_EQ - 1) < 1e-3

# ---------- worked example: rough values for a coarse-grained metal film ----------
gs, gb = 2.5, 0.9                        # J/m2
T, H = 1000.0, 10.0                      # K, nm
D0, Q = 1e-6, 1.3                        # m2/s, eV
omega, nu = 0.014, 15.0                  # nm3 per atom, surface atoms per nm2
m = gb / (2 * gs)


def mullins_B(temp):
    """Surface-diffusion coefficient in nm^4/s."""
    Ds = D0 * np.exp(-Q * q_e / (k_B * temp))
    return Ds * gs * (omega * 1e-27)**2 * nu * 1e18 / (k_B * temp) * 1e36


def arrival(a, where):
    """Diffusion length (nm) at which the depth equals H."""
    return a * brentq(lambda x: network_depth(x, where) - H / (m * a), 0.04, 3)


B = mullins_B(T)
l_pit = H / (1.5 * c_groove * m)
l_groove = H / (c_groove * m)
a1, a2 = 200.0, 500.0
assert GROOVE_EQ < H / (m * a1) < VERTEX_EQ
l1 = arrival(a1, "vertex")
t1 = l1**4 / B
t2_pit = arrival(a2, "vertex")**4 / B
t2_groove = arrival(a2, "groove")**4 / B
assert t2_groove > t2_pit
cap = cap_depths(m)
assert cap[1] * a1 < H < cap[0] * a1     # the window survives finite slope
sin_pit = gb / (np.sqrt(3) * gs)
exact_root = 0.5 * sin_pit / np.sqrt(1 - sin_pit**2)

stress, modulus, hamaker = 0.5e9, 500e9, 3e-19   # Pa, Pa, J (rough)
boundary_intake = stress / modulus * 2 * a1 * H
groove_section = dug_area * m * l1**2
vdw_nm = (hamaker * l1 * 1e-9 / (6 * np.pi * gs * m))**(1 / 3) * 1e9

print(f"groove depth/(m l), formula: {c_groove:.4f}")
print(f"groove depth/(m l), network at l=0.03a: {early_groove:.4f}")
print(f"pit depth/(m l), network at l=0.03a: {early_vertex:.4f}")
print(f"pit/groove depth ratio: {early_vertex / early_groove:.4f}")
print(f"groove/pit time ratio, isolated: {(l_groove / l_pit)**4:.4f}")
print("depth/(m a): l/a, pit FE, pit sum, groove FE, groove sum")
for row in fe_rows:
    print("  %.1f  %.4f  %.4f  %.4f  %.4f" % row)
print(f"root slope at vertex / m, FE: {root_slope:.4f}")
print(f"root slope at vertex / m, 1/sqrt3: {1 / np.sqrt(3):.4f}")
print("T junction m values:", *[f"{x:.2f}" for x in arms])
print(f"T junction pit depth / sum of grooves: {depth_ratio:.4f}")
print(f"T junction disc volume / sum of discs: {volume_ratio:.4f}")
print(f"surface tension: {gs} J/m2; boundary tension: {gb} J/m2")
print(f"m: {m:.3f}; groove angle theta: {np.degrees(np.arcsin(m)):.2f} deg")
print(f"pit facet tilt: {np.degrees(np.arcsin(sin_pit)):.2f} deg")
print(f"root slope at vertex, finite slope: {exact_root:.4f}")
print(f"T: {T:.0f} K; thickness H: {H:.0f} nm")
print(f"D0: {D0:.0e} m2/s; activation energy: {Q} eV")
print(f"atomic volume: {omega} nm3; site density: {nu:.0f} per nm2")
print(f"Ds: {D0 * np.exp(-Q * q_e / (k_B * T)):.3e} m2/s; B: {B:.3e} nm4/s")
print(f"isolated pit: l = {l_pit:.1f} nm, time = {l_pit**4 / B:.1f} s")
print(f"isolated groove: l = {l_groove:.1f} nm, time = {l_groove**4 / B:.1f} s")
print(f"400 nm grains, H/(m a): {H / (m * a1):.4f}")
print(f"400 nm grains, final pit depth: {VERTEX_EQ * m * a1:.2f} nm")
print(f"400 nm grains, final groove depth: {GROOVE_EQ * m * a1:.2f} nm")
print(f"same with spherical caps: {cap[0] * a1:.2f} and {cap[1] * a1:.2f} nm")
print(f"400 nm grains, pit: l = {l1:.1f} nm, time = {t1:.1f} s")
print(f"groove depth at that time: {m * a1 * network_depth(l1 / a1, 'groove'):.2f} nm")
print(f"1000 nm grains, pit time: {t2_pit:.1f} s; groove time: {t2_groove:.1f} s")
print(f"1000 nm grains, time ratio: {t2_groove / t2_pit:.2f}")
print(f"least grain width/H for pits: {2 / (VERTEX_EQ * m):.1f}")
print(f"least grain width/H for grooves: {2 / (GROOVE_EQ * m):.1f}")
print(f"400 nm grains, pit time at 700 K: {l1**4 / mullins_B(700.0) / 3600:.2f} h")
print(f"time factor, tan(theta) for sin(theta): {(1 - m * m)**2:.3f}")
print(f"time factor, one boundary at half tension: {(1.5 / 1.25)**4:.2f}")
print(f"time factor, +0.1 eV in activation: {np.exp(0.1 * q_e / (k_B * T)):.2f}")
print(f"stiffness change, 1% fourfold anisotropy: {100 * (4**2 - 1) * 0.01:.0f} %")
print(f"stress: {stress / 1e9} GPa; biaxial modulus: {modulus / 1e9:.0f} GPa")
print(f"area taken into boundary by stress: {boundary_intake:.2f} nm2")
print(f"groove cross-section dug by capillarity: {groove_section:.0f} nm2")
print(f"Hamaker constant: {hamaker:.0e} J; van der Waals matters below {vdw_nm:.2f} nm")
print("success")
```

It prints:

```
groove depth/(m l), formula: 0.7801
groove depth/(m l), network at l=0.03a: 0.7801
pit depth/(m l), network at l=0.03a: 1.1702
pit/groove depth ratio: 1.5000
groove/pit time ratio, isolated: 5.0625
depth/(m a): l/a, pit FE, pit sum, groove FE, groove sum
  0.2  0.2375  0.2379  0.1290  0.1292
  0.4  0.3865  0.3866  0.2206  0.2207
  5.0  0.3888  0.3889  0.2221  0.2222
root slope at vertex / m, FE: 0.5771
root slope at vertex / m, 1/sqrt3: 0.5774
T junction m values: 0.10 0.07 0.08
T junction pit depth / sum of grooves: 0.5003
T junction disc volume / sum of discs: 0.5006
surface tension: 2.5 J/m2; boundary tension: 0.9 J/m2
m: 0.180; groove angle theta: 10.37 deg
pit facet tilt: 12.00 deg
root slope at vertex, finite slope: 0.1062
T: 1000 K; thickness H: 10 nm
D0: 1e-06 m2/s; activation energy: 1.3 eV
atomic volume: 0.014 nm3; site density: 15 per nm2
Ds: 2.807e-13 m2/s; B: 1.494e+05 nm4/s
isolated pit: l = 47.5 nm, time = 34.0 s
isolated groove: l = 71.2 nm, time = 172.1 s
400 nm grains, H/(m a): 0.2778
400 nm grains, final pit depth: 14.00 nm
400 nm grains, final groove depth: 8.00 nm
same with spherical caps: 14.20 and 8.09 nm
400 nm grains, pit: l = 47.2 nm, time = 33.1 s
groove depth at that time: 5.36 nm
1000 nm grains, pit time: 34.0 s; groove time: 220.3 s
1000 nm grains, time ratio: 6.48
least grain width/H for pits: 28.6
least grain width/H for grooves: 50.0
400 nm grains, pit time at 700 K: 4.14 h
time factor, tan(theta) for sin(theta): 0.936
time factor, one boundary at half tension: 2.07
time factor, +0.1 eV in activation: 3.19
stiffness change, 1% fourfold anisotropy: 15 %
stress: 0.5 GPa; biaxial modulus: 500 GPa
area taken into boundary by stress: 4.00 nm2
groove cross-section dug by capillarity: 304 nm2
Hamaker constant: 3e-19 J; van der Waals matters below 1.19 nm
success
```
